# The mid-bond peak in the Kohn-Sham potential of stretched H₂, part 1

(Sections cited here and not found follow in the later parts.)

## Part I. The exact decomposition and the Heitler-London potential

When the two protons of H₂ are held far apart and the electrons are in their singlet ground state, the system is two neutral hydrogen atoms. If one electron is found near the left proton, the other is near the right proton. The Kohn-Sham (KS) system has to reproduce the density of this state with two noninteracting electrons in one spatial orbital that is spread over both atoms. Noninteracting electrons cannot avoid each other, so the left-right correlation can enter the KS description only through the shape of the local potential $v_s(\mathbf r)$. The question is what shape this is. The answer is a repulsive peak on the plane midway between the nuclei, in a region where the density is exponentially small, with a height that does not vanish as the bond is stretched.

The statement that the height equals the atomic ionization energy $I_H=\tfrac12$ hartree holds as a limit for internuclear distance $R\to\infty$. At finite $R$ the peak stands on a Coulomb background $-2/R$ and is lowered by overlap terms. The results derived for the Heitler-London wave function are exact for that function. Their transfer to the true ground state rests on an order-counting argument and on a numerical check, not on a rigorous proof.

Atomic units are used throughout. The nuclei A and B are fixed at $z=-R/2$ and $z=+R/2$, with $r_A=|\mathbf r-\mathbf R_A|$ and $r_B=|\mathbf r-\mathbf R_B|$. The electronic Hamiltonian is

$$H=-\tfrac12\nabla_1^2+v(\mathbf r_1)+h(2)+\frac1{r_{12}},\qquad h=-\tfrac12\nabla^2+v,\qquad v=-\frac1{r_A}-\frac1{r_B}. \tag{1}$$

The operator $h$ is the Hamiltonian of H₂⁺, with lowest eigenvalue $E_1$. The singlet ground state has a real, symmetric spatial function $\Psi(\mathbf r_1,\mathbf r_2)$ normalized to one, with energy $E_2$ and density $n(\mathbf r_1)=2\int\Psi^2\,d\mathbf r_2$. Both energies exclude the nuclear repulsion $1/R$, which cancels in $E_1-E_2=I_{\rm mol}$, the ionization energy at fixed nuclei.

### The KS potential from the density

In the singlet KS ground state both electrons occupy the lowest orbital $f$, so $n=2f^2$. The lowest orbital of a local potential has no node and can be taken positive, which gives $f=\sqrt{n/2}$. Solving $(-\tfrac12\nabla^2+v_s)f=\varepsilon f$ for the potential gives

$$v_s=\varepsilon+\frac{\nabla^2 f}{2f}=\varepsilon+\frac{\nabla^2\sqrt n}{2\sqrt n}. \tag{2}$$

The constant $\varepsilon$ is a choice of the zero of energy. It is fixed below so that $v_s$ vanishes at infinity.

### The conditional amplitude

Define the conditional amplitude $\Phi$ by

$$\Psi(\mathbf r_1,\mathbf r_2)=f(\mathbf r_1)\,\Phi(\mathbf r_2|\mathbf r_1). \tag{3}$$

Since $\int\Psi^2d\mathbf r_2=n/2=f^2$, it is normalized for every position of electron 1. It is the wave function of electron 2 given that electron 1 is at $\mathbf r_1$. Differentiating $\int\Phi^2d\mathbf r_2=1$ once with respect to $\mathbf r_1$, and then taking the divergence of the result, gives

$$\int\Phi\,\nabla_1\Phi\,d\mathbf r_2=0,\qquad \int\Phi\,\nabla_1^2\Phi\,d\mathbf r_2=-\int|\nabla_1\Phi|^2d\mathbf r_2. \tag{4}$$

Insert (3) into $H\Psi=E_2\Psi$ and use the product rule $\nabla_1^2(f\Phi)=\Phi\nabla^2f+2\nabla f\cdot\nabla_1\Phi+f\nabla_1^2\Phi$. Multiply by $\Phi$ and integrate over $\mathbf r_2$. The first kinetic term gives $-\tfrac12\nabla^2f$ by normalization. The cross term vanishes by the first relation in (4). The third gives $+\tfrac12 f\int|\nabla_1\Phi|^2$ by the second relation. Subtracting $E_1f$ from both sides yields

$$\left[-\tfrac12\nabla^2+v+v_{\rm cond}+v_{\rm kin}+v_{\rm resp}\right]f=(E_2-E_1)f, \tag{5}$$

with

$$v_{\rm cond}=\int\frac{\Phi^2}{r_{12}}d\mathbf r_2,\qquad v_{\rm kin}=\tfrac12\int|\nabla_1\Phi|^2d\mathbf r_2,\qquad v_{\rm resp}=\langle\Phi|h|\Phi\rangle-E_1. \tag{6}$$

Equation (5) is the KS equation for $f$. Comparison with (2) gives

$$v_s=v+v_{\rm cond}+v_{\rm kin}+v_{\rm resp},\qquad \varepsilon=E_2-E_1=-I_{\rm mol}. \tag{7}$$

All three terms in (6) are non-negative, the last by the variational principle for $h$. The term $v_{\rm cond}$ is the repulsion from the other electron. The term $v_{\rm kin}$ measures how fast the state of the other electron changes as the reference electron moves. The term $v_{\rm resp}$ is the excitation energy of the remaining ion in the state $\Phi$.

In the gauge of (7) the potential vanishes at infinity. As $r_1\to\infty$ the repulsion $1/r_{12}$ couples the ground state of the ion to its excited states by multipole terms that fall as $r_1^{-2}$ or faster, so $\Phi$ tends to the ionic ground state $\sigma_g$. Then $v_{\rm kin}$ and $v_{\rm resp}$ vanish and $v+v_{\rm cond}\to-2/r+1/r$. At large $R$ one qualification applies. The state $\sigma_u$ lies above $\sigma_g$ by an exponentially small splitting $\Delta$, and the dipole matrix element between them is close to $R/2$. The coupling $R/(2r_1^2)$ falls below $\Delta$ only beyond $r_1\sim\sqrt{R/2\Delta}$, and this is not yet enough. The $\sigma_g$ and $\sigma_u$ components of $\Psi$ decay in $r_1$ with the constants $\kappa=\sqrt{2I_{\rm mol}}$ and $\sqrt{2(I_{\rm mol}+\Delta)}\approx\kappa+\Delta/\kappa$, so their ratio falls only as $e^{-\Delta r_1/\kappa}$ and the collapse to $\sigma_g$ requires $r_1\gtrsim\kappa/\Delta$, which is the larger of the two distances when $\Delta$ is exponentially small. Closer in, $\Phi$ is a mixture of the two, but any such mixture contributes at most $\Delta$ to $v_{\rm resp}$, so the zero of energy is affected only at that size.

### The kinetic term and the correlation kinetic energy

The positive kinetic energy density of the two electrons is $\tau(\mathbf r_1)=2\cdot\tfrac12\int|\nabla_1\Psi|^2d\mathbf r_2$, with $T=\int\tau$. From $\nabla_1\Psi=\Phi\nabla f+f\nabla_1\Phi$, where the cross term drops by (4),

$$\tau=|\nabla f|^2+2f^2v_{\rm kin}=\tau_W+n\,v_{\rm kin},\qquad \tau_W=\frac{|\nabla n|^2}{8n}. \tag{8}$$

The form of the von Weizsäcker density $\tau_W$ follows from $\nabla f=\nabla n/(4f)$ and $f^2=n/2$. The KS wave function is $f(\mathbf r_1)f(\mathbf r_2)$, whose conditional amplitude $f(\mathbf r_2)$ does not depend on $\mathbf r_1$. Its kinetic term $v_{s,\rm kin}$ is therefore zero, and $T_s=2\cdot\tfrac12\int|\nabla f|^2=T_W$. The kinetic correlation potential $v_{c,\rm kin}=v_{\rm kin}-v_{s,\rm kin}$ is thus all of $v_{\rm kin}$, and

$$T_c=T-T_s=\int n\,v_{\rm kin}\,d\mathbf r. \tag{9}$$

So $v_{\rm kin}$ is the correlation kinetic energy per particle. It is not the functional derivative of $T_c$. Differentiating (9) gives $\delta T_c/\delta n=v_{\rm kin}+\int n\,\delta v_{\rm kin}/\delta n$, and the second term is not separately determined by (7). The phrase "kinetic correlation part" below always means $v_{c,\rm kin}$ in the sense of (6) and (9).

The interaction energy of the KS determinant is $\iint f^2f^2/r_{12}=\tfrac14\iint nn/r_{12}$, which is half the Hartree energy $E_H=\tfrac12\iint nn/r_{12}$. Hence $E_x=-E_H/2$ and $v_x=-v_H/2$. Writing $v_s=v+v_H+v_x+v_c$ and using (7),

$$v_c=v_{\rm kin}+v_{\rm resp}+v_{\rm cond}-\tfrac12v_H. \tag{10}$$

### The Heitler-London state

Let $a=e^{-r_A}/\sqrt\pi$ and $b=e^{-r_B}/\sqrt\pi$ be the normalized 1s orbitals, with $\nabla a=-a\,\hat{\mathbf r}_A$ and $\nabla^2a=a''+2a'/r_A=(1-2/r_A)a$, and likewise for $b$. Two integrals are needed. In prolate spheroidal coordinates $r_A=\tfrac R2(\xi+\eta)$, $r_B=\tfrac R2(\xi-\eta)$, with $\xi\ge1$ and $|\eta|\le1$, the volume element is $(R/2)^3(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi$ and $ab=e^{-R\xi}/\pi$. The constant factors combine to $2\pi(R/2)^3/\pi=R^3/4$. Repeated integration by parts gives $A_k=\int_1^\infty\xi^ke^{-R\xi}d\xi$ as $A_0=e^{-R}/R$, $A_1=e^{-R}(1/R+1/R^2)$ and $A_2=e^{-R}(1/R+2/R^2+2/R^3)$. With $\int d\eta=2$, $\int\eta\,d\eta=0$ and $\int\eta^2d\eta=2/3$,

$$S=\langle a|b\rangle=\frac{R^3}4\left(2A_2-\tfrac23A_0\right)=e^{-R}\left(1+R+\tfrac13R^2\right), \tag{11}$$

$$K=\langle a|r_A^{-1}|b\rangle=\frac{R^3}4\cdot\frac2R\cdot2A_1=e^{-R}(1+R). \tag{12}$$

In (12) the factor $1/r_A=2/[R(\xi+\eta)]$ cancels one factor of $\xi^2-\eta^2$ and leaves $\xi-\eta$. By symmetry $\langle a|r_B^{-1}|b\rangle=K$.

The Heitler-London (HL) function is $\Psi=u/\sqrt{2(1+S^2)}$ with $u=a(1)b(2)+b(1)a(2)$, since $\iint u^2=2+2S^2$. Integrating $u^2$ over electron 2 alone gives

$$D(\mathbf r_1)=a^2+b^2+2Sab,\qquad n=\frac D{1+S^2},\qquad \Phi=\frac u{\sqrt D}. \tag{13}$$

As $\mathbf r_1$ moves, $\Phi$ stays in the plane spanned by $a(2)$ and $b(2)$. An orthonormal basis of this plane is $\chi_1=b$ and $\chi_2=(a-Sb)/\sqrt{1-S^2}$. Adding and subtracting $S\,b(1)b(2)$,

$$u=P\,\chi_1(2)+Q\,\chi_2(2),\qquad P=a+Sb,\qquad Q=\sqrt{1-S^2}\,b, \tag{14}$$

where $P$ and $Q$ are functions of $\mathbf r_1$, and $P^2+Q^2=a^2+2Sab+b^2=D$. Set $P=\sqrt D\cos\theta$ and $Q=\sqrt D\sin\theta$. Then $\Phi=\cos\theta\,\chi_1+\sin\theta\,\chi_2$ and $\nabla_1\Phi=(-\sin\theta\,\chi_1+\cos\theta\,\chi_2)\nabla\theta$. The bracket has unit norm, so

$$v_{\rm kin}=\tfrac12|\nabla\theta|^2. \tag{15}$$

From $\tan\theta=Q/P$ follows $\nabla\theta=(P\nabla Q-Q\nabla P)/D$. In the numerator the two terms $Sb\nabla b$ cancel and leave $\sqrt{1-S^2}\,(a\nabla b-b\nabla a)$. Therefore

$$v_{\rm kin}=\frac{(1-S^2)\,|a\nabla b-b\nabla a|^2}{2D^2}. \tag{16}$$

For 1s orbitals $a\nabla b-b\nabla a=ab(\hat{\mathbf r}_A-\hat{\mathbf r}_B)$. Dividing $D$ by $ab$ and using $b/a=e^{r_A-r_B}$ gives $D/ab=2[\cosh(r_A-r_B)+S]$, and

$$v_{\rm kin}=\frac{(1-S^2)\,|\hat{\mathbf r}_A-\hat{\mathbf r}_B|^2}{8\,[\cosh(r_A-r_B)+S]^2}. \tag{17}$$

On the axis between the nuclei the unit vectors are $+\hat{\mathbf z}$ and $-\hat{\mathbf z}$, so the squared difference is 4, and $r_A-r_B=2z$. On the midplane at distance $\rho$ from the axis, $r_A=r_B=r$ with $r^2=R^2/4+\rho^2$, and $\hat{\mathbf r}_A-\hat{\mathbf r}_B=(\mathbf R_B-\mathbf R_A)/r$ has squared length $R^2/r^2$. These give

$$v_{\rm kin}(z)=\frac{1-S^2}{2(\cosh2z+S)^2},\qquad v_{\rm kin}(\rho)=\frac\lambda2\,\frac{R^2/4}{R^2/4+\rho^2},\qquad \lambda=\frac{1-S}{1+S}. \tag{18}$$

At the bond midpoint both expressions reduce to

$$v_{\rm kin}({\rm mid})=\frac12\,\frac{1-S}{1+S}\;\longrightarrow\;\frac12=I_H\qquad(R\to\infty). \tag{19}$$

For $S\to0$ the axial profile is $I_H\,{\rm sech}^2\,2z$. It falls to half height where $\cosh2z=\sqrt2$, so the full width at half maximum is ${\rm arcosh}\sqrt2=0.8814$ bohr, independent of $R$. Across the midplane the width grows in proportion to $R$. The feature is a thin wall between the atoms. On the axis outside the nuclei the unit vectors are parallel and (17) vanishes.

Equation (15) shows why the ionization energy appears. With the decay constant restored, $a\propto e^{-\kappa r_A}$ and $\kappa^2/2=I$, the limit $S\to0$ has $\tan\theta=b/a=e^{2\kappa z}$ on the axis. Differentiating, $\theta'=2\kappa e^{2\kappa z}/(1+e^{4\kappa z})=\kappa\,{\rm sech}\,2\kappa z$. When the reference electron is on the A side the other electron is in $b$, and when it is on the B side the other electron is in $a$. The conditional amplitude turns through $\pi/2$ between two orthogonal states, and the rate is set by how fast the ratio of the two orbital tails changes. At the midpoint the rate is $\kappa$ and the cost is $\kappa^2/2=I$. The small common factor $e^{-\kappa R/2}$ of the two tails cancels in the ratio, which is why the height survives as $R\to\infty$.

The exact Kohn-Sham potential has been split into $v$, $v_{\rm cond}$, $v_{\rm kin}$ and $v_{\rm resp}$, and for the Heitler-London function $v_{\rm kin}$ forms a thin wall between the atoms whose midpoint height tends to $I_H$. It remains to find the potential that belongs to the Heitler-London density, to examine the other terms at the midpoint, and to see how far the result carries over to the true ground state.
